# Nonlocal Electron Heating in an Exponentially Rising Drain Field, part 2

How hot do electrons become where the field in a field-effect transistor rises steeply toward the drain? They carry charge $-q$ ($q>0$) and move along $+x$. $E>0$ is the magnitude of the longitudinal field, $k$ Boltzmann's constant, $m$ the effective mass, and $\theta=T_e-T_L$ the electron temperature above the lattice temperature. A prime denotes a derivative along the channel. An electron's velocity is the mean $v$ along $x$ plus a random part $\mathbf c$.

The model takes $v$ and the energy relaxation time $\tau$ as constant, assumes a parabolic band and a nondegenerate drifted Maxwellian, and neglects heat conduction in the electron gas. With the relaxation of the drift energy $mv^2/2$ also neglected, the balance is
$$\frac52k\frac{d\theta}{dx}=qE-\frac{3k\theta}{2v\tau}. \tag{7}$$

Let $\lambda=\tfrac53v\tau$. The local approximation uses the uniform-field result $\theta_{\rm loc}=(2q/5k)\lambda E$ at every point. For $E=E_pe^{x/l}$, $x\le0$, with $s$ the distance upstream,
$$\theta(x)=\frac{2q}{5k}E(x)\int_0^\infty
e^{-s(1/l+1/\lambda)}\,ds
=\frac{2q}{5k}\frac{E(x)}{1/l+1/\lambda}. \tag{15}$$
This is the exponential rule $\theta=f\theta_{\rm loc}$, with $f=l/(l+\lambda)$. The memory length is $\Lambda=l\lambda/(l+\lambda)$. Of the field's work $qEl$ per electron, the current still carries
$$\frac52k\theta(x)=qE(x)\frac{l\lambda}{l+\lambda}
=qE(x)l\,\frac{\lambda}{l+\lambda}. \tag{21}$$
The lattice has received the rest. Equivalently, $\theta(x)=\theta_{\rm loc}(x-\delta)$, with the delay
$$\delta=l\ln\left(1+\frac\lambda l\right). \tag{25}$$
A uniform field $fE(x)$, the effective field, would give the same temperature.

In the drain region, $y$ is the distance from the point where the velocity saturates, $E_{\rm sat}$ the field there, and $u$ the potential above its value there. For oxide thickness $t_{\rm ox}$, junction depth $x_j$ and permittivities $\epsilon_{\rm Si}$ and $\epsilon_{\rm ox}$, $l^2=(\epsilon_{\rm Si}/\epsilon_{\rm ox})t_{\rm ox}x_j$ and
$$u=E_{\rm sat}l\sinh\frac yl,\qquad
E=E_{\rm sat}\cosh\frac yl. \tag{29}$$
A voltage $V$ dropped beyond saturation fixes the region's length $L_h$ and the peak field:
$$L_h=l\,\operatorname{arsinh}\frac{V}{E_{\rm sat}l},\qquad
E_p=\sqrt{E_{\rm sat}^2+\left(\frac Vl\right)^2}. \tag{30}$$
The exponential field used below has the same $l$ and $E_p$, with its peak at the drain edge, $x=0$.

### Temperature at the drain edge

The inputs are rough typical values for a silicon n-channel transistor of about the quarter-micron generation: $t_{\rm ox}=5$ nm, $x_j=100$ nm, $v=10^7$ cm/s, $\tau=0.4$ ps, $E_{\rm sat}=50$ kV/cm, $V=1.5$ V and $T_L=300$ K. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. The two lengths are
$$l=\sqrt{\frac{11.7}{3.9}(5)(100)}\ \text{nm}=38.7\ \text{nm},\qquad
\lambda=\frac53(40\ \text{nm})=66.7\ \text{nm}. \tag{31}$$
Equation (30) gives $L_h=106$ nm and $E_p=0.39$ MV/cm, or 0.03905 V/nm. Thus
$$k\theta_{\rm loc}=\frac25(66.67)(0.03905)\ \text{eV}=1.04\ \text{eV},\qquad
f=\frac{38.73}{38.73+66.67}=0.367. \tag{32}$$
The nonlocal result is
$$k\theta=0.367\times1.04\ \text{eV}=0.38\ \text{eV}, \tag{33}$$
a temperature rise of about 4400 K. The local formula gives about 12,000 K.

The energy budget shows why the larger value is untenable. The exponential field has done 1.51 eV of work per electron. In the nonlocal solution 0.96 eV is still carried and 0.56 eV has gone to the lattice; the sum agrees within rounding. The local formula would require the current to carry 2.60 eV. The delay (25) is 39 nm, almost equal to $l$. This is a coincidence of the chosen lengths, for which $\ln(1+\lambda/l)$ is close to one.

### The finite high-field region

The hyperbolic field (29) can be inserted in the linear balance without replacing it by an exponential. Starting cold, with $\theta=0$ at the saturation point, gives $k\theta=0.389$ eV at the drain edge, 1.6% above the exponential rule. Starting with the uniform-field value at $E_{\rm sat}$, $k\theta=0.133$ eV, gives 0.416 eV, which is 8.7% above the rule.

The difference between the two entries is the surviving initial heat. Its weight is $e^{-L_h/\lambda}=e^{-106.3/66.67}=0.20$, which multiplied by 0.133 eV gives 0.027 eV. For the cold entry, two small effects oppose each other. The absence of field before the saturation point lowers the result, while the falling exponential contained in the hyperbolic cosine adds some heating.

### Heat conduction into the drain

The electron gas is hottest near the field peak, and conduction carries heat away from it. Let $N$ be the electron density per unit volume, and add the conductive flux $-\kappa\theta'$ to the energy flux per unit area. Dividing by $\tfrac52Nvk$ replaces the transported $\theta$ by $\theta-L\theta'$, where
$$L=\frac{\kappa}{\tfrac52Nvk}. \tag{34}$$
For constant $L$ the balance becomes
$$\theta'-L\theta''+\frac\theta\lambda=\frac{2q}{5k}E. \tag{35}$$

A rough $\kappa$ follows from a momentum relaxation time $\tau_m$ that is independent of energy. At constant pressure, a temperature gradient changes a Maxwellian $f_0$ according to $\partial_x\ln f_0=(\varepsilon/kT_e-\tfrac52)T_e'/T_e$, where $\varepsilon=mc^2/2$. The perturbation is $-\tau_mc_x\partial_xf_0$. Since the angular average of $c_x^2$ is $2\varepsilon/3m$, the heat flux is
$$-\frac{2N\tau_m}{3m}\left\langle\varepsilon^2
\left(\frac{\varepsilon}{kT_e}-\frac52\right)\right\rangle\frac{T_e'}{T_e}. \tag{36}$$
With $\langle\varepsilon^2\rangle=\tfrac{15}{4}(kT_e)^2$ and $\langle\varepsilon^3\rangle=\tfrac{105}{8}(kT_e)^3$, the average is $\tfrac{15}{4}(kT_e)^2$. Therefore $\kappa=\tfrac52Nk^2T_e\tau_m/m$. The corresponding particle flux contains $\langle\varepsilon(\varepsilon/kT_e-\tfrac52)\rangle=0$, so this is conduction without additional particle flow. Writing $\tau_m/m=\mu/q$ and estimating the mobility as $\mu=v/E_p$ gives $L=kT_e/(qE_p)$. With the temperature already found, $L=10.5$ nm.

Suppose that the field ends abruptly at $x=0$. Solutions of the source-free equation are $e^{r_+x}$ and $e^{-px}$, where
$$r_+=\frac{R+1}{2L},\qquad p=\frac{R-1}{2L},\qquad
R=\sqrt{1+\frac{4L}{\lambda}}. \tag{37}$$
A bounded solution has the form $Be^{x/l}+Ce^{r_+x}$ for $x<0$ and $De^{-px}$ for $x>0$. Substituting the driven part into equation (35), and factoring the resulting quadratic in $1/l$, gives, for $r_+\ne1/l$,
$$B=\frac{(2q/5k)E_p}{L(r_+-1/l)(1/l+p)}. \tag{38}$$
Continuity of temperature and energy flux requires $B+C=D$ and $B/l+Cr_+=-pD$. Multiplying the first condition by $r_+$ and subtracting the second eliminates $C$:
$$B\left(r_+-\frac1l\right)=D(r_++p). \tag{39}$$
Because $L(r_++p)=R$, the peak-edge temperature is
$$\theta(0)=D=\frac{2q}{5k}\frac{E_p}{R(1/l+p)}. \tag{40}$$
As $L\to0$, $R\to1$ and $p\to1/\lambda$, which restores equation (15).

For the example, $k\theta(0)=0.31$ eV, 18% below the rule. With conduction the hottest point moves about 4 nm upstream of the edge, where $k\theta=0.32$ eV, 16% below the rule. A finite-difference solution of equation (35) with a 0.1 nm step agrees with equation (40) within 0.1%. The 18% is still an estimate of the physical effect. The field was cut off abruptly, and $L$ was held at its peak value, although it is proportional to $\mu T_e$. If the mobility is the same everywhere, $L$ is smaller where the electrons are cooler, and the reduction at the edge falls to 14%. If instead $\mu=v/E(x)$ upstream, as constant velocity suggests, it is 17%. A higher mobility in the low-field drain acts the other way: with $L\propto\mu T_e$, a drain mobility two or four times $v/E_p$ gives a reduction of 19% or 26%.

### A nonparabolic band

At several thousand kelvin the parabolic relation between energy and momentum is doubtful for silicon. A Kane band has $\varepsilon(1+\alpha\varepsilon)=P^2/2m$, where $P$ is the magnitude of the momentum. For any isotropic band and small drift, take $F=F_0-vP_x\,dF_0/d\varepsilon$ with $F_0\propto e^{-\varepsilon/kT_e}$. Since the electron velocity is $\partial\varepsilon/\partial P_x$, the energy flux is
$$-v\int\varepsilon P_x\frac{\partial F_0}{\partial P_x}\,d^3P
=v\int F_0\left(\varepsilon+P_x\frac{\partial\varepsilon}{\partial P_x}\right)d^3P. \tag{41}$$
The boundary term vanishes. A second integration by parts shows that the average of $P_x\partial\varepsilon/\partial P_x$ is $kT_e$. If the mean energy is $w=ckT_e$, the current therefore carries $(c+1)kT_e$ per electron. A parabolic band has $c=\tfrac32$.

Holding $c$ at its value for the hot electrons, and taking the stored excess energy as $ck\theta$, changes the balance to $(c+1)k\theta'=qE-ck\theta/(v\tau)$. Hence
$$\lambda_c=v\tau\frac{c+1}{c},\qquad
k\theta=\frac{qE}{(c+1)(1/l+1/\lambda_c)}. \tag{42}$$
For a rough $\alpha=0.5$ eV$^{-1}$, averaging over the Kane density of states, with $c$ and the temperature made consistent, gives $c=1.96$, $\lambda_c=60$ nm and $k\theta=0.31$ eV. The temperature rise is 19% below the parabolic result. The excess mean energy changes less and in the other direction: $ck\theta=0.61$ eV, compared with $\tfrac32k\theta=0.57$ eV.

### Velocity, relaxation time and drift energy

At fixed $E_p$ and $l$, equation (15) makes $\theta$ proportional to $\Lambda$. Doubling $v\tau$ doubles $\lambda$ but raises $\theta$ by 23%; halving it lowers $\theta$ by 27%. The local temperature would change by a factor of two in either case. These figures show the sensitivity to a relaxation time that is uncertain by a factor of two. They do not describe velocity overshoot, which also raises the drift energy and makes the velocity vary along the channel.

The drift energy omitted from equation (7) acts as a constant loss $mv^2/(2v\tau)$. Multiplying it by $2\lambda/5$ shows that it lowers $k\theta$ by $\tfrac23(mv^2/2)$. For the heavy silicon mass, $0.92m_e$ with $m_e$ the free-electron mass, the drift energy is 26 meV. The reduction is then about 17 meV, or 5% of the calculated rise. Lighter directions of motion give less at the same velocity.

### Degeneracy, pair production and tunnelling

For a line current of 500 µA/µm in a layer 5 nm thick, the density is $6.2\times10^{18}$ cm$^{-3}$. With a density-of-states mass $1.08m_e$, its ratio to the effective density of states is 0.22 at 300 K and 0.004 at the peak temperature. Neglect of degeneracy is thus a fair approximation at a cold entry and a very good one at the hot end. This says nothing about the Maxwellian shape itself. At the peak temperature a Maxwellian places 5% of the electrons and 17% of the stored energy above $qV+3kT_L=1.58$ eV, more than the field can give to an electron that enters cold, so the real high-energy tail must be thinner. This estimate uses bulk states and ignores subbands in the thin layer.

For impact ionization, take a rough uniform-field coefficient $Ae^{-B/E}$, with $A=7\times10^5$ cm$^{-1}$ and $B=1.2$ MV/cm. Integrated over the high-field region, the local field gives 0.032 pairs per electron. The effective field $fE$, whose peak is 0.14 MV/cm, gives $7\times10^{-5}$. At the peak alone, the change in the exponential accounts for a factor of about 200; the rest comes from the narrower region that contributes. Even the larger estimate, at a cost of one gap energy of 1.12 eV per pair, removes about 0.04 eV per electron. Pair production is therefore a small correction to the energy balance here. Its own rate remains uncertain, because the temperature does not determine the high-energy tail.

For band-to-band tunnelling, use a two-band barrier with the 1.12 eV gap in the uniform field $E_p$. This gap of silicon is indirect, so the real process also needs a phonon, which lowers its rate further. The barrier width is $E_g/(qE_p)$, where $E_g$ is the gap, and $s$ is the fractional position across it. In a two-band model with tunnelling mass $m_t$, the wave function decays inside the barrier at the rate $\sqrt{2m_tE_g\,s(1-s)}/\hbar$, and the exponent of the tunnelling probability is twice the integral of this rate across the barrier. With a rough $m_t=0.2m_e$, it is
$$\frac{2E_g}{qE_p}\frac{\sqrt{2m_tE_g}}{\hbar}
\int_0^1\sqrt{s(1-s)}\,ds=55. \tag{43}$$
A factor $e^{-55}$ makes this process negligible for the longitudinal field. The estimate does not cover tunnelling driven by the vertical field where the gate overlaps the drain.

### Relation to real transistors

The chosen dimensions and voltage are ordinary for the stated generation, but an abrupt field peak is an idealization. A lightly doped drain extension spreads the voltage drop over a longer distance. If $V$ is fixed and $V/l\gg E_{\rm sat}$, then $E_pl\simeq V$, and equation (21) gives
$$\frac52k\theta(0)\simeq qV\frac{\lambda}{l+\lambda}. \tag{44}$$
Doubling $l$ at fixed $V$ and $\lambda$ lowers this temperature rise by about a quarter, while the local estimate falls by about half. The size of the fall depends on the shape of the field. If the peak is halved by adding a flat section of width $l$ after an exponential rise with the same $l$, at the same total voltage, the rise falls by only 12%. Spreading the field still cools the electrons, but less than the fall in peak field suggests. For the chosen mobility and $\alpha$, conduction and nonparabolicity each lower the example by just under a fifth; a drain mobility several times larger takes the conduction effect to a quarter or more. Doubling $v\tau$ raises the example by about a quarter. These separate estimates should not be added as if they were independent. They support a temperature rise of a few tenths of an electronvolt. The value 0.38 eV belongs to the model rather than to a particular transistor. The numerical output gives the individual values.

## Table of computed values

```
oxide, junction depth: 5, 100 nm
relative permittivity Si, oxide: 11.7, 3.9
velocity: 1.0e+07 cm/s; tau: 0.40 ps
saturation field: 50 kV/cm
voltage beyond saturation: 1.50 V
lattice temperature: 300 K
field length l: 38.73 nm
relaxation length lambda: 66.67 nm
high-field region length: 106.3 nm
peak field: 0.3905 MV/cm
factor l/(l+lambda): 0.3675
factor from integrated balance: 0.3675
local k*theta: 1.0414 eV
local temperature rise: 12085 K
nonlocal k*theta: 0.3827 eV
nonlocal temperature rise: 4441 K
nonlocal electron temperature: 4741 K
work of exponential field, qEl: 1.5124 eV
carried energy rise, nonlocal: 0.9567 eV
given to lattice, nonlocal: 0.5558 eV
carried energy rise, local formula: 2.6034 eV
upstream shift: 38.77 nm
integrated factor at l = 10 nm: 0.1304
integrated factor at l = 20 nm: 0.2308
integrated factor at l = 40 nm: 0.3750
integrated factor at l = 80 nm: 0.5455
integrated factor at l = 400 nm: 0.8571
cosh field, cold entry, k*theta: 0.3889 eV
warm entry value of k*theta: 0.1333 eV
cosh field, warm entry, k*theta: 0.4160 eV
cosh/rule, cold and warm: 1.016, 1.087
conduction length L: 10.46 nm
peak k*theta with conduction: 0.3139 eV
conduction/rule: 0.820
Kane parameter: 0.50 1/eV
Kane mean energy / kT: 1.962; lambda: 60.39 nm
Kane k*theta: 0.3111 eV
Kane/rule: 0.813
rise ratio, v*tau doubled: 1.225
rise ratio, v*tau halved: 0.731
drift energy, mass 0.92 m_e: 26.2 meV
current: 500 uA/um; layer: 5 nm
electron density: 6.24e+18 cm^-3
density-of-states mass: 1.08 m_e
n/Nc at lattice T: 0.222
n/Nc at peak T: 0.00353
ionization A, B: 7.0e+05 1/cm, 1.20 MV/cm
effective peak field: 0.1435 MV/cm
pairs per electron, local field: 3.23e-02
pairs per electron, effective field: 6.83e-05
gap: 1.12 eV; tunnelling mass: 0.2 m_e
tunnelling exponent at peak field: 54.6
```
